# Adiabatic ground state of a tapered hard-wall fin

## Problem

A fin has the cross-section of a symmetric trapezoid: height $H=30$ nm, width $w_b=8$ nm at the base and $w_t=4$ nm at the top. An electron of isotropic effective mass $m=0.2\,m_0$ moves freely along the channel and is confined by hard walls on all four sides of the cross-section. The potential inside is flat.

1. Find the ground-state energy in the adiabatic approximation.
2. Find the mean height of the electron above the base.
3. Decide how far the adiabatic approximation can be trusted for this shape.

Conventions: $x$ runs across the fin from its mid-plane, and $z$ runs upward from the base. Energies are counted from the band edge inside the fin, at zero wave number along the channel. "Adiabatic" means that the lowest level of the width motion, computed at each height, acts as the potential for the vertical motion. The small term produced by the change of the width function with height is left out of the answer and sized in part 3.

## Hints

**Hint 1.** The fin is much taller than it is wide. Freeze $z$ and solve the motion in $x$ first. Where is its energy lowest?

**Hint 2.** The width is linear in $z$. Measure distance from the point where the two sidewalls would meet if extended upward. The potential is then an inverse square.

**Hint 3.** In an inverse-square potential, the substitution $\chi=\sqrt u\,f$ leads to Bessel's equation.

**Hint 4.** For a first estimate, replace the potential by its tangent at the base.

**Hint 5.** For part 3, look for one inequality that puts the true energy above the adiabatic one, and one trial function that limits it from above.

## Solution

### The width motion

Let

$$w(z)=w_b-sz,\qquad s=\frac{w_b-w_t}{H}=\frac{4}{30}=0.1333,\qquad c=\frac{\hbar^2}{2m}=0.1905\ \text{eV nm}^2 .$$

At fixed $z$ the electron is in a box of width $w$. Its lowest state and energy are

$$\varphi(x;z)=\sqrt{\frac2w}\cos\frac{\pi x}{w},\qquad E_1(z)=\frac{c\pi^2}{w(z)^2}.$$

This gives $E_1=29.4$ meV at the base and $117.5$ meV at the top. Narrowing costs energy, so the taper pushes the electron down.

### The vertical equation

Insert $\psi=\chi(z)\varphi(x;z)$ into $-c(\partial_x^2+\partial_z^2)\psi=E\psi$, multiply by $\varphi$ and integrate over $x$. The vertical derivative is

$$\partial_z^2(\chi\varphi)=\chi''\varphi+2\chi'\partial_z\varphi+\chi\,\partial_z^2\varphi .$$

Since $\varphi$ vanishes at the walls, the moving limits of integration contribute nothing when we differentiate an integral containing $\varphi$ as a factor. Normalization then gives

$$\int\varphi\,\partial_z\varphi\,dx=\frac12\frac{d}{dz}\int\varphi^2dx=0,$$

and differentiating this result once more gives

$$\int\varphi\,\partial_z^2\varphi\,dx=-\int(\partial_z\varphi)^2dx .$$

The projected equation is therefore

$$-c\chi''+\left[E_1(z)+c\int(\partial_z\varphi)^2dx\right]\chi=E\chi .$$

The integral is the diagonal derivative term. The adiabatic problem, as defined above, omits it:

$$-c\chi''+\frac{c\pi^2}{w(z)^2}\chi=E\chi,\qquad \chi(0)=\chi(H)=0. \tag{1}$$

### An estimate from the tangent

Near the base $E_1(z)\approx E_1(0)+Fz$, with

$$F=\frac{2c\pi^2s}{w_b^3}=\frac{2E_1(0)s}{w_b}=\frac{2(29.377)(0.13333)}{8}=0.979\ \text{meV/nm}.$$

Put $z=\ell\zeta$ with $\ell^3=c/F$, so that $c/\ell^2=F\ell$. Dividing the equation by $F\ell$ gives

$$-\frac{d^2\chi}{d\zeta^2}+\zeta\chi=\frac{E-E_1(0)}{F\ell}\chi .$$

The solution that decays upward is $\mathrm{Ai}(\zeta-\alpha)$, with $\alpha=[E-E_1(0)]/F\ell$. It vanishes at the base when $-\alpha$ is a zero of Ai; the ground state has $\alpha=2.338$. With $\ell=(190.5/0.979)^{1/3}=5.79$ nm,

$$E\approx29.38+2.338(0.979)(5.79)\approx42.6\ \text{meV}.$$

For the mean height, stretch the normalized state by a factor $1/\lambda$. Its kinetic energy becomes $\lambda^2\langle T\rangle$ and its potential energy $F\langle z\rangle/\lambda$. The sum is stationary at $\lambda=1$, so $2\langle T\rangle=F\langle z\rangle$. The total above $E_1(0)$ is then $\tfrac32F\langle z\rangle=\alpha F\ell$, and

$$\langle z\rangle\approx\tfrac23\alpha\ell=9.0\ \text{nm}.$$

The mean height lies in the lower third of the fin. The estimate ignores the curvature of $E_1$, which the next step includes.

### Solution in Bessel functions

The extended sidewalls meet at height $w_b/s=60$ nm. Let $u=w/s=60\ \text{nm}-z$ be the distance below that apex. The fin occupies $a\le u\le b$, with

$$a=\frac{w_t}{s}=30\ \text{nm},\qquad b=\frac{w_b}{s}=60\ \text{nm}.$$

Reversing the axis does not change a second derivative. With $E=ck^2$, equation (1) becomes

$$-\frac{d^2\chi}{du^2}+\frac{\pi^2}{s^2u^2}\chi=k^2\chi .$$

Write $\chi=u^{1/2}f$. Then

$$\chi'=u^{1/2}f'+\tfrac12u^{-1/2}f,\qquad
\chi''=u^{1/2}f''+u^{-1/2}f'-\tfrac14u^{-3/2}f .$$

Substitute and multiply by $-u^{3/2}$:

$$u^2f''+uf'+\left(k^2u^2-\nu^2\right)f=0,\qquad \nu^2=\frac14+\frac{\pi^2}{s^2}.$$

This is Bessel's equation. Here $\pi^2/s^2=555.2$, so $\nu=23.567$. The combination that vanishes at the base is

$$\chi(u)=\sqrt u\,\left[J_\nu(ku)Y_\nu(kb)-Y_\nu(ku)J_\nu(kb)\right].$$

The top wall requires $\chi(a)=0$:

$$J_\nu(ka)Y_\nu(kb)-J_\nu(kb)Y_\nu(ka)=0. \tag{2}$$

The energy must exceed the minimum of the potential, so $k>\pi/w_b=0.393\ \text{nm}^{-1}$. Scanning upward from there, the first sign change of the left side of (2) gives

$$k=0.48746\ \text{nm}^{-1}.$$

The corresponding $\chi$ has no node between the walls, which identifies the ground state. Its energy is

$$E=ck^2=0.1905\,(0.48746)^2\ \text{eV}=45.3\ \text{meV}\quad(7.25\times10^{-21}\ \text{J}).$$

### Mean height

The adiabatic probability density in $z$ is proportional to $\chi^2$, because $\varphi$ is normalized in $x$ at every height. Hence

$$\langle z\rangle=b-\frac{\int_a^b u\,\chi^2du}{\int_a^b\chi^2du}=7.6\ \text{nm}.$$

**Answer:** $E=45.3$ meV and $\langle z\rangle=7.6$ nm. A finite-difference solution of (1), which uses no Bessel functions, gives the same energy and height to the printed digits, 45.266 meV and 7.610 nm.

### Reading the result

The energy divides into 39.0 meV of mean width energy and 6.2 meV of vertical kinetic energy. The classical turning point, where $E_1=E$, has $w=\pi/k=6.44$ nm and lies at $z=(8-6.44)/0.1333\approx11.7$ nm. The lower half of the fin holds 97.8% of the probability.

The tangent estimate was 2.6 meV too low and 1.4 nm too high. Both signs follow from curvature. $E_1$ is convex, so it lies above its tangent by an amount $\Delta V(z)$ that starts at zero and grows with $z$. A higher potential, together with the added top wall, raises the ground energy by some $\Delta E>0$. For the height, let $\chi_0$ be the positive tangent solution, $\chi$ the positive full one, and $r=\chi/\chi_0$. Subtracting the two equations, each multiplied by the other function, gives

$$\frac{d}{dz}\left(\chi_0^2r'\right)=\frac{\Delta V-\Delta E}{c}\,\chi_0\chi .$$

The quantity $\chi_0^2r'=\chi_0\chi'-\chi\chi_0'$ is zero at the base. It first falls, since $\Delta V<\Delta E$ there, and can rise only after $\Delta V$ has passed $\Delta E$. At the top it equals $\chi_0\chi'$, which is negative. It is thus negative throughout the interior: $r$ decreases with height, and the full solution has its weight lower down.

A rectangular fin of the same height and area, 6 nm wide, would have

$$E=c\pi^2\left(\frac1{6^2}+\frac1{30^2}\right)=54.3\ \text{meV},\qquad\langle z\rangle=15\ \text{nm}.$$

Taper at fixed area and height therefore lowers the energy by 9 meV here and halves the mean height. The rectangular result is the limit $s\to0$. It is a good starting point when the rise of $E_1$ from base to top is small compared with the first vertical spacing of the rectangle, $3c\pi^2/H^2=6.3$ meV. In our fin the rise is 88 meV, far outside that regime.

### How good is the adiabatic approximation?

**Lower bound.** Take any normalized $\psi$ that vanishes on the walls. Its energy is $c\iint(|\partial_x\psi|^2+|\partial_z\psi|^2)\,dx\,dz$. At each $z$, the box of width $w(z)$ guarantees

$$c\int|\partial_x\psi|^2dx\ \ge\ E_1(z)\int|\psi|^2dx .$$

Now hold $x$ fixed. As a function of $z$, $\psi$ vanishes at the base and at the top or sidewall. Extended by zero up to $H$, it is an admissible function for problem (1), so

$$\int\left(c|\partial_z\psi|^2+E_1|\psi|^2\right)dz\ \ge\ E\int|\psi|^2dz .$$

Integrating over $x$ shows that the true ground energy is at least the adiabatic $E$.

**Upper bound.** The product $\chi\varphi$ is a legitimate trial function for the full problem, and its energy includes the diagonal term. To evaluate that term, write $\varphi=w^{-1/2}g(\xi)$ with $\xi=x/w$ and $g=\sqrt2\cos\pi\xi$. Then

$$\partial_w\varphi=-w^{-3/2}\left(\tfrac12g+\xi g'\right),$$

$$\int(\partial_w\varphi)^2dx=\frac1{w^2}\int_{-1/2}^{1/2}\left(\tfrac14g^2+\xi gg'+\xi^2g'^2\right)d\xi .$$

The first term gives $\tfrac14$. The second is $\tfrac12\int\xi(g^2)'d\xi=-\tfrac12$, by parts. In the third, $g'^2=\pi^2(1-\cos2\pi\xi)$, while $\int\xi^2d\xi=\tfrac1{12}$ and $\int\xi^2\cos2\pi\xi\,d\xi=-1/(2\pi^2)$, so it gives $\pi^2/12+\tfrac12$. Since $(dw/dz)^2=s^2$ and $s/w=1/u$,

$$c\int(\partial_z\varphi)^2dx=\frac{c}{u^2}\left(\frac{\pi^2}{12}+\frac14\right)=\frac{1.072\,c}{u^2}.$$

This has the same form as the potential already solved. It adds 1.072 to $\nu^2$, and the lowest root then gives 45.341 meV.

The true energy of the model thus lies between 45.266 and 45.341 meV. A direct two-dimensional variational calculation, in polynomials that vanish on all four walls, gives 45.338 meV and a mean height of 7.605 nm. Relative to it, the adiabatic energy is low by 0.07 meV, or 0.16%. The approximation works because the taper is gentle: the added 1.072 is small beside $\pi^2/s^2=555$.

### Sensitivity to the shape

To first order, a small change $\delta w(z)$ shifts the energy by the mean change of the potential, $-2\langle E_1\delta w/w\rangle$. At fixed height,

$$\delta w=\left(1-\frac zH\right)\delta w_b+\frac zH\,\delta w_t .$$

At the mean height these weights are 0.75 and 0.25, so the base width should matter more. Solving (2) again confirms it: widening the base by 1 nm, with the top fixed, changes the energy by $-7.1$ meV; widening the top by 1 nm, with the base fixed, changes it by $-3.2$ meV. The top width matters although the electron hardly reaches the top, because it sets the slope of the sidewalls lower down.

### Beside a real silicon fin

Widths of several nanometres and heights of a few tens of nanometres are in the range of silicon fins. The hard wall at the base stands for a fin on buried oxide. A bulk fin continues into the substrate and has no such wall. Since the taper presses the state against the base, the answer depends on that wall: continuing the same taper 10 nm further down gives 33 meV, with the mean position about 1 nm below the original base. The mass 0.2 roughly represents one valley pair of silicon, the one whose long axis lies along a $\langle100\rangle$ channel between $\{100\}$ sidewalls. Variation 2 shows that, with hard walls and a flat potential, this pair does not hold the lowest level of such a fin: another pair lies more than 30 meV lower. For the pair itself, the following effects are sized one at a time with rough parameters; their combined effect is not a simple sum.

- **Soft sidewalls.** For an oxide barrier $V=3.1$ eV and oxide mass $m_{ox}=0.5\,m_0$, continuity of $\psi$ and of $\psi'/m$ replaces the hard-wall condition by $(q/m)\tan(qw/2)=\kappa/m_{ox}$. Here $E_1=cq^2$ and $\kappa^2=2m_{ox}(V-E_1)/\hbar^2$. Base and top stay hard. The energy falls by 7.7 meV to 37.6 meV, and the mean height rises to 8.35 nm.
- **Nonparabolic band.** With $E(1+\alpha_{np}E)=E_{par}$ and $\alpha_{np}=0.5\ \text{eV}^{-1}$, the shift is $-1.0$ meV.
- **Temperature.** At 300 K, $k_BT=25.9$ meV exceeds the 15.8 meV gap to the next vertical level. For low filling, the ground level holds 47% of the electrons of this valley pair, and their mean height is 10.7 nm. With the masses of Variation 2, and each subband weighted by the square root of its channel mass, this pair holds only about a fifth of all electrons; the mean height over the three pairs is 11.9 nm.
- **Space charge.** A uniform electron density $n=10^{18}\ \text{cm}^{-3}$ raises the electron's potential energy at the centre of the base above that at its walls by $e^2nw_b^2/8\varepsilon_{Si}=12.4$ meV, from Poisson's equation across the width. This is a potential drop, not a level shift, but it is not small beside the energies found here.
- **Dielectric images.** With thick oxide on both sides, an electron on the axis has images of strength $\gamma^n$ at distances $nw$ on either side, where $\gamma=(11.7-3.9)/(11.7+3.9)=0.5$. Half of their potential energy is $(e^2/4\pi\varepsilon_{Si}w)\sum_n\gamma^n/n=10.7$ meV at the base width. A nearby metal gate changes the images, and this figure then does not apply.
- **Vertical field.** The slope $F$ equals the force of a field of only 0.0098 MV/cm. A vertical field of that size, with its force directed upward, cancels the taper's push at the base. The mean height is therefore a property of the flat-potential model and can be moved by modest gate or substrate fields.

## Variation 1: sidewalls that meet at a point

*Remove the top wall and let the sidewalls continue to the apex. How does the ground energy change?*

The potential is the same inverse square, now on $0<u\le b$. Near the apex $\sqrt u\,Y_\nu(ku)$ grows as $u^{1/2-\nu}$ and cannot be normalized, so $\chi=\sqrt u\,J_\nu(ku)$. The base wall gives

$$J_\nu(kb)=0,\qquad E=c\,\frac{j_{\nu,1}^2}{b^2},$$

where $j_{\nu,1}$ is the first positive zero of $J_\nu$. The order $\nu$ is unchanged, since it depends on the slope alone.

The energy must fall, because every function allowed in the truncated fin is also allowed in the full triangle. The fall is $7\times10^{-6}$ meV, negligible beside every other correction above. The state decays upward from its turning point near 12 nm, and little of it is left at 30 nm. For this fin, then, $j_{\nu,1}\approx kb=0.48746\times60=29.25$ can replace the two-wall condition (2). The replacement fails for a short fin or a weak taper, where the turning point approaches the top wall.

## Variation 2: different masses across and up the fin

*Let the mass be $m_x$ across the fin and $m_z$ along its height. Which silicon valley lies lowest?*

The width energy now contains $m_x$ and the vertical kinetic energy $m_z$:

$$-\frac{\hbar^2}{2m_z}\chi''+\frac{\hbar^2\pi^2}{2m_xw^2}\chi=E\chi .$$

Multiply by $2m_z/\hbar^2$ and set $k^2=2m_zE/\hbar^2$. The earlier steps carry over, with

$$\nu^2=\frac14+\frac{m_z}{m_x}\frac{\pi^2}{s^2}.$$

Take rough silicon masses of 0.19 and 0.92 $m_0$, a $\langle100\rangle$ channel and $\{100\}$ sidewalls. Each valley pair has its heavy mass along one of the three axes. Numerical solution of the vertical equation gives:

| Heavy axis | $m_x/m_0$ | $m_z/m_0$ | $E$ (meV) | $\langle z\rangle$ (nm) |
|---|---|---|---|---|
| channel | 0.19 | 0.19 | 47.6 | 7.6 |
| across fin | 0.92 | 0.19 | 13.0 | 11.4 |
| vertical | 0.19 | 0.92 | 40.1 | 4.8 |

The first row checks the scaling. With equal masses $\nu$ and $k$ do not change, so the height stays the same and the energy goes as $1/m$: $45.266\times0.20/0.19=47.6$ meV.

The pair that is heavy across the fin lies lowest, by 27 meV, because a heavy $m_x$ makes narrowing cheap. The same weakness of the width potential lets this state spread higher. A heavy $m_z$ has the opposite effect on height: vertical localization costs less kinetic energy, and the state settles closer to the base.

This ordering belongs to the orientation chosen. Fins on (001) wafers commonly have a $\langle110\rangle$ channel and $\{110\}$ sidewalls, and then no valley is heavy across the fin. Four valleys have $m_x=2(0.19)(0.92)/(0.19+0.92)=0.315$ and $m_z=0.19$, which gives 31.0 meV and 8.7 nm, 9 meV below the vertical pair.

The adiabatic step is less secure for the lowest pair. The diagonal term still adds 1.072 to $\nu^2$, but $(m_z/m_x)\pi^2/s^2$ is now 115 instead of 555, so its relative weight is about 0.9% instead of 0.2%. This is a share of $\nu^2$, not the error of the energy. A two-dimensional solution with these masses gives 13.12 meV and 11.4 nm, so the adiabatic energy is low by 0.09 meV, or 0.7%.

## Calculated quantities

```
height, base, top width: 30, 8, 4 nm
mass: 0.2 m0; c = hbar^2/2m: 0.19050 eV nm^2
taper s: 0.13333; apex distances a, b: 30.0, 60.0 nm
width level at base, top: 29.377, 117.509 meV
Bessel order nu: 23.56725; root k: 0.487459 1/nm
ADIABATIC GROUND ENERGY: 45.266 meV = 0.045266 eV = 7.2524 zJ
MEAN HEIGHT ABOVE BASE: 7.610 nm; rms spread 3.285 nm
finite-difference check: 45.266 meV, 7.610 nm
mean width energy: 39.017 meV
vertical kinetic energy: 6.249 meV
classical turning height: 11.664 nm
probability in lower half: 0.9776
next vertical level: 61.043 meV, gap 15.777 meV
base slope F: 0.9792 meV/nm = 0.00979 MV/cm field
Airy zero: 2.3381; Airy length: 5.794 nm
Airy estimate: 42.644 meV, height 9.032 nm
energy rise due to top wall: 6.84e-06 meV
diagonal coefficient: formula 1.07247, quadrature 1.07238
energy with diagonal term: 45.3411 meV
two-dimensional Ritz: 45.3381 meV, height 7.605 nm
plain adiabatic, same digits: 45.2657 meV
base width +1 nm: energy change -7.061 meV
top width +1 nm: energy change -3.178 meV
rough silicon masses: 0.19, 0.92 m0
valley along channel (width 0.19, height 0.19 m0): 47.65 meV, 7.61 nm
valley across fin (width 0.92, height 0.19 m0): 13.03 meV, 11.41 nm
valley vertical (width 0.19, height 0.92 m0): 40.11 meV, 4.81 nm
rough oxide barrier 3.1 eV, oxide mass 0.5 m0
finite side barriers: 37.57 meV, 8.35 nm, shift -7.70 meV
nonparabolicity 0.5 1/eV: shift -0.98 meV
thermal energy at 300 K: 25.85 meV
thermal mean height, this valley: 10.70 nm; ground-level share 0.470
rough relative permittivities: silicon 11.7, oxide 3.9
space-charge drop at base, 1e+18 cm^-3: 12.37 meV
image energy on base axis, thick oxide: 10.66 meV
```
